Drude Lifetime Broadening of a Low-Mobility Carrier

**Question.** A charge carrier has the free-electron mass and a mobility of 1 cm²/(V s) at 300 K. If the mobility is read through the Drude formula, how large is the lifetime broadening of the carrier's states, how does it scale, and is band transport with occasional collisions still a consistent picture?

**Answer.** The broadening is about 1.16 eV, some 45 times the thermal energy. It scales as the inverse of mass times mobility. For nondegenerate carriers, those whose Fermi energy lies well below k_BT, the picture is then inconsistent with its own assumptions. The number is a consistency check and should not be taken as a predicted linewidth: it shows what the band picture would require if it were true.

**From mobility to lifetime**

Let m be the mass, e the elementary charge, and F the field strength, with direction measured along the electric force. Collisions occur at random with rate 1/τ, and each one leaves the velocity with no preferred direction. Free-flight times t then have the distribution exp(−t/τ)/τ, for which

⟨t⟩ = τ,  ⟨t²⟩ = 2τ².

During a flight the force adds a displacement ½(eF/m)t². The starting velocities average to zero. Over many flights the drift velocity is total displacement divided by total time:

v_d = ½(eF/m)⟨t²⟩/⟨t⟩ = ½(eF/m)(2τ²)/τ = eFτ/m.

The factor ½ is cancelled because long flights contribute strongly to ⟨t²⟩. Since μ = v_d/F,

μ = eτ/m,  so  τ = mμ/e.

With μ = 1 cm²/(V s) = 10⁻⁴ m²/(V s),

τ = (9.109 × 10⁻³¹ kg)(10⁻⁴ m²/(V s))/(1.602 × 10⁻¹⁹ C) = 5.69 × 10⁻¹⁶ s = 0.569 fs.

**From lifetime to broadening**

Suppose first that τ is also the lifetime of a state of definite momentum, as it is for isotropic scattering. The occupation decays as exp(−t/τ), so the amplitude decays as exp(−t/2τ). With ω = (E − E₀)/ħ measured from the line centre E₀, the spectrum is proportional to

Re ∫₀^∞ exp(iωt − t/2τ) dt = Re [1/(1/(2τ) − iω)] = (1/(2τ))/[(1/(2τ))² + ω²].

This Lorentzian falls to half its peak at ω = ±1/(2τ). Its full width at half maximum, in energy, is therefore

Γ = ħ/τ = eħ/(mμ).

For the example,

Γ = (1.055 × 10⁻³⁴ J s)/(5.69 × 10⁻¹⁶ s) = 1.85 × 10⁻¹⁹ J = 1.16 eV.

The half width is 0.58 eV. At 300 K, k_BT = 0.02585 eV, so Γ/k_BT = 44.8.

At fixed mass, Γ is inversely proportional to μ. It equals k_BT when

μ = eħ/(m k_BT) = 44.8 cm²/(V s) at 300 K.

This is a crossover, not a safe limit: a well-defined thermal band state needs a mobility well above it. At 1000 cm²/(V s), Γ is about 1.2 meV and the condition Γ ≪ k_BT is met.

**What fails when Γ is much larger than k_BT**

The semiclassical picture follows a wave packet with a fairly definite momentum as it moves between collisions. Take the rms thermal speed v = √(3k_BT/m) = 1.17 × 10⁵ m/s. The distance between collisions is

ℓ = vτ = 0.066 nm,

which is shorter than an interatomic distance. With wave number k = mv/ħ,

kℓ = mv²τ/ħ = 3k_BTτ/ħ = 3k_BT/Γ = 0.067.

The phase kℓ is in radians, so the wave completes only about a hundredth of a cycle between collisions.

One could try to follow the carrier with a packet of rms size ℓ. The uncertainty relation requires a momentum spread of at least ħ/(2ℓ), so the kinetic energy per direction is at least

ħ²/(8mℓ²) = ħ²/(24k_BTτ²) = Γ²/(24k_BT) = 2.16 eV,

where ℓ² = 3k_BTτ²/m was used. A packet small enough to have a path between collisions cannot have thermal energy.

The collision rates fail as well. The usual Boltzmann equation takes them from the golden rule, which conserves energy sharply. For a perturbation with matrix element V acting for a time t, first-order theory gives the probability of reaching one final state as

|V/ħ|² |∫₀^t exp(iωs) ds|² = |V/ħ|² · 4 sin²(ωt/2)/ω²,

where ħω is now the energy difference between final and initial states. The golden rule replaces the density of final states by its value at the initial energy E. This is justified when that density varies little across an energy window of order ħ/t.

Set t = τ, and consider a contact scatterer, for which V is constant, in a band with density of states proportional to √E. Measure energies in units of Γ: u = E/Γ for the initial state and x for the final state. Since ∫ 4 sin²(y/2)/y² dy over all y is 2π, the ratio of the first-order probability to its golden-rule value is

R = (1/2π) ∫₀^∞ √(x/u) · 4 sin²[(x − u)/2]/(x − u)² dx.

For small u, set u = 0 everywhere except in the prefactor and use 4 sin²(x/2) = 2(1 − cos x):

R ≈ [1/(π√u)] ∫₀^∞ (1 − cos x) x^(−3/2) dx.

Integration by parts has vanishing end terms and turns the integral into 2∫₀^∞ x^(−1/2) sin x dx = 2√(π/2) = √(2π). Hence

R ≈ √(2/(πu)).

For E = (3/2)k_BT, u = 0.0335 and this gives 4.36.

The next order in u follows from I(u) = ∫₀^∞ √x g(x − u) dx with g(y) = 4 sin²(y/2)/y², for which R = I(u)/(2π√u). The leading result used I(0) = 2√(2π) = 4√(π/2). Differentiating with respect to u and integrating by parts gives

I′(0) = ½∫₀^∞ x^(−1/2) g(x) dx = ∫₀^∞ (1 − cos x) x^(−5/2) dx.

Two more integrations by parts turn this into (4/3)∫₀^∞ x^(−1/2) cos x dx = (4/3)√(π/2), which is I(0)/3. The leading result is therefore multiplied by 1 + u/3, which gives 4.41. This is the small-u formula used in the program. Numerical integration of the full expression for R also gives 4.41. The energy window is so wide that it admits many final states far above the thermal energy, where the density of states is larger.

The size and even the direction of the error depend on the band top. With a top chosen at 5 eV, R is 2.86; with a top at 1 eV it is 0.45, because much of the energy window then lies outside the band. At 1000 cm²/(V s), with an unbounded band and the same temperature, R is 1.000 to three decimals. These ratios diagnose the golden rule and do not supply corrected rates. First-order theory itself is reliable only while the total transition probability is small. Over a full lifetime τ the golden-rule value of that probability is one, so R is also the first-order probability itself, and it is not small in any of these cases. The comparison therefore tests only the sharp energy conservation.

**Does the estimate survive a less simple scatterer?**

Drude's τ measures loss of momentum, whereas the width depends on the time τ_s for which a state survives. In elastic scattering through an angle θ, the average momentum left along the original direction is a fraction cos θ. Sideways parts cancel if all azimuths are equally likely. Therefore

1/τ = (1 − ⟨cos θ⟩)/τ_s,  so  ħ/τ_s = Γ/(1 − ⟨cos θ⟩).

Because 1 − cos θ cannot exceed 2, the state width is at least Γ/2 = 0.58 eV at this mass and mobility. Mostly forward scattering increases it: ⟨cos θ⟩ = 0.7 gives 3.86 eV.

The lifetime may also depend on energy. Let f₀ ∝ exp(−E/k_BT) be the equilibrium distribution and f₁ its change in a weak field. Along the force direction z, the steady Boltzmann equation reads

eF ∂f₀/∂p_z = −f₁/τ(E).

Since ∂f₀/∂p_z = −v_z f₀/k_BT, it follows that f₁ = eFτv_z f₀/k_BT. The mean velocity is

⟨v_z⟩ = eF⟨τv_z²⟩/k_BT = (2eF/(3m))⟨Eτ⟩/k_BT,

because v_z² averages to 2E/(3m) over directions. With ⟨E⟩ = (3/2)k_BT,

μ = (e/m)⟨Eτ⟩/⟨E⟩.

The mobility thus fixes a mean of τ weighted by energy. With the same weight, the Cauchy–Schwarz inequality makes the mean of 1/τ at least the inverse of the mean of τ. The energy-weighted mean width is therefore at least eħ/(mμ) for isotropic scattering. At fixed mobility it is larger by a factor of 1.13 for τ ∝ E^(−1/2), and of 3.40 for τ ∝ E^(3/2). A plain average over carriers can be somewhat smaller: for τ ∝ E^(−1/2) it is 0.85 of eħ/(mμ), while for τ ∝ E^(3/2) it diverges logarithmically at low energy. Neither refinement brings the width near k_BT.

**Could a heavier mass rescue the picture?**

At fixed mobility, a parabolic band of mass m* changes the broadening to eħ/(m*μ). It would fall to k_BT at m* = 44.8m. But a heavy mass usually comes with a narrow band, and the two effects can be compared in a simple cubic tight-binding model with hopping energy h and lattice spacing a:

E(k) = −2h(cos k_x a + cos k_y a + cos k_z a).

Near the bottom, cos ka ≈ 1 − k²a²/2, so the energy rises as ha²k². Equating this to ħ²k²/(2m*) gives h = ħ²/(2m*a²). The energy runs from −6h to 6h, so the bandwidth is

W = 12h = 6ħ²/(m*a²).

If the band is much wider than k_BT, thermal carriers stay near its bottom and the mass cancels from the ratio:

Γ/W = [eħ/(m*μ)] · [m*a²/(6ħ²)] = ea²/(6ħμ).

For a chosen spacing of 0.40 nm and μ = 1 cm²/(V s), Γ/W = 0.41. While the band stays very wide compared with k_BT, a heavier mass therefore lowers the broadening relative to k_BT but changes it little relative to the bandwidth, because the band narrows almost as fast as the broadening. The approximation weakens gradually: at m* = 10m, where the bandwidth is about 11k_BT, the thermal average described next already lowers Γ/W to 0.27.

The cancellation fails for a narrow band. At m* = 44.8m the band is only 0.064 eV wide, about 2.5k_BT. Thermal carriers then reach well beyond the parabolic bottom, into regions where the curvature is small or negative. For a lifetime independent of energy, 1/m* must be replaced by the thermal average of the inverse mass, ⟨cos k_z a⟩/m*. Here ⟨cos k_z a⟩ is about 0.20, so the same mobility requires a lifetime about five times longer. The broadening drops to 0.20k_BT, or 0.08 of the bandwidth, and the mean free path is about 2.5 lattice spacings.

In this model, then, a very heavy mass can greatly reduce the contradiction. With the thermal average included, Γ already equals k_BT near m* = 19m. At 44.8m a path of a few lattice spacings is still short for a semiclassical picture, but the path keeps growing roughly in proportion to the mass, to about 11 spacings at m* = 200m, so within the model a still heavier mass removes the contradiction. Whether a real carrier in so narrow a band stays extended is a separate question, because modest disorder or coupling to lattice vibrations can localize it. The value of Γ/W in the numerical output uses the band-bottom mass and applies only to wide bands.

**Comparison with a real device material**

A mobility near 1 cm²/(V s) is a rough typical value for electrons in hydrogenated amorphous silicon transistor channels. The free-electron mass is a model choice here, not a measured property of that material. The assumption most clearly broken there is that the carrier is mobile all the time, since electrons are repeatedly trapped and released. If a carrier is free for a fraction f of the time, it drifts during that fraction alone, so

μ_drift = f μ_free.

The broadening of the mobile states must be calculated from μ_free. With f = 0.1, chosen for illustration, μ_free = 10 cm²/(V s) and Γ falls tenfold to 0.116 eV. That is still 4.5k_BT, but the verdict is much less emphatic. A low drift mobility alone therefore does not establish a lifetime of 0.57 fs.

Other corrections are smaller for a carrier that is mobile all the time under the chosen conditions. At 400 K, with the mobility held fixed, Γ/k_BT is 33.6; in a real channel the mobility would change as well. A field of 0.10 MV/cm, or 10 V across 1 μm, gives a drift velocity of 1000 m/s. The energy gained per relaxation time is eFv_dτ = mv_d² = 0.0057 meV. Heating by k_BT would require this gain to accumulate over roughly 4500 relaxation times without loss. With trapping the margin is smaller: for f = 0.1 the mobile carrier drifts ten times faster, the gain per relaxation time is a hundred times larger, and about 45 relaxation times would suffice.

At a carrier density of 10¹⁸ cm⁻³, the free-electron Fermi energy is 3.6 meV, well below k_BT, so the nondegenerate comparison is appropriate. At 10¹⁹ cm⁻³ of free carriers it is already marginal, with a band-edge occupancy near 0.3. In a metal, Γ should be compared with the Fermi energy instead. For the free mass the two become equal at about 5.7 × 10²¹ cm⁻³, and band transport needs a Fermi energy well above Γ.

**What may be concluded**

If the carriers are nondegenerate, are mobile all the time and have a mass near m, a mobility of 1 cm²/(V s) removes the justification for semiclassical band transport. The estimate does not identify what replaces it. Hopping between localized states, polaron motion and transport through strongly disordered states are candidates, and telling them apart needs further evidence, such as the temperature dependence of the mobility. The main values used here are listed in the numerical output below.

Numbers as computed

```
mobility: 1.0 cm^2/(V s)
carrier mass: 9.1094e-31 kg
temperature: 300 K
Drude lifetime tau: 0.5686 fs
broadening Gamma = hbar/tau (full width): 1.1577 eV
broadening Gamma: 1.8548e-19 J
full width from Fourier transform: 1.1577 eV
half width Gamma/2: 0.5788 eV
thermal energy kT: 0.02585 eV
Gamma/kT: 44.78
thermal time hbar/kT: 25.46 fs
mobility where Gamma = kT: 44.78 cm^2/(V s)
random-flight drift / (eF tau/m): 0.9970
rms thermal speed: 1.1679e+05 m/s
mean free path: 0.0664 nm
wave number times mean free path: 0.0670
confinement energy per direction: 2.160 eV
u = (3/2)kT/Gamma: 0.03350
R, unbounded band: 4.408
R, small-u formula: 4.408
chosen band top for R: 5.0 eV
R with that band top: 2.860
R at 1000 cm^2/(V s), unbounded band: 1.0000
forward scattering, mean cosine: 0.7
state width for that mean cosine: 3.859 eV
mean-width factor, tau ~ E^(-1/2): 1.132
mean-width factor, tau ~ E^(3/2): 3.395
chosen free fraction with traps: 0.10
simulated drift ratio with traps: 0.1004
free-carrier mobility: 10.0 cm^2/(V s)
Gamma from free-carrier mobility: 0.1158 eV
that Gamma over kT: 4.48
hot operation temperature: 400 K
Gamma/kT when hot, same mobility: 33.59
chosen lattice spacing: 0.40 nm
Gamma/W for any band mass: 0.405
mass needed for Gamma = kT: 44.78 electron masses
bandwidth at that mass: 0.0638 eV
carrier density: 1.0e+18 cm^-3
Fermi energy at that density: 3.646 meV
density where E_F = Gamma: 5.657e+21 cm^-3
electric field: 0.10 MV/cm
drift velocity: 1000.0 m/s
field energy gain per tau: 0.00569 meV
```
